# Surface concentration of a uniformly doped half-space with first-order dopant evaporation

## Result and model

A solid fills \(x>0\) and initially contains dopant at the uniform concentration \(C_0\). If the dopant diffuses with constant diffusivity \(D\) and evaporates at a rate proportional to its surface concentration, then

\[
C(0,t)=C_0\,e^{h^2t/D}\,\operatorname{erfc}\!\left(h\sqrt{t/D}\right).
\tag{1}
\]

The function erfc is \(1-\operatorname{erf}\), with \(\operatorname{erf}(z)=(2/\sqrt\pi)\int_0^z e^{-u^2}du\). The problem behind (1) is

\[
C_t=DC_{xx},\qquad C(x,0)=C_0,\qquad DC_x(0,t)=hC(0,t),
\tag{2}
\]

where subscripts \(x\) and \(t\) denote derivatives. The boundary condition is a balance of atoms. Fick's law gives a flux \(-DC_x\) in the direction of increasing \(x\), so the flux towards the surface is \(+DC_x\). The surface stores no dopant, so this flux equals the evaporation rate \(hC(0,t)\) per unit area. The slope is positive because the surface is poorer in dopant than the interior.

The constant \(h>0\) is a velocity, which makes \(h^2t/D\) dimensionless. If the boundary condition is written \(C_x=HC\) instead, then \(H=h/D\) is an inverse length and the argument of erfc becomes \(H\sqrt{Dt}\).

The model also assumes that no dopant returns from the gas, that the surface does not move, and that the solid is much deeper than \(\sqrt{Dt}\). The concentration is taken to be bounded, and continuous down to \(t=0\). Three abbreviations are useful:

\[
\ell=\frac Dh,\qquad q=h\sqrt{\frac tD}=\frac{\sqrt{Dt}}{\ell},\qquad \tau=q^2=\frac{h^2t}{D}.
\]

## First derivation: reduction to a perfect sink

Define

\[
w=C-\ell C_x .
\tag{3}
\]

Since \(\ell\) is constant and the diffusion equation is linear with constant coefficients, \(w\) obeys the same equation. The boundary condition in (2) says \(C=\ell C_x\) at the surface, so \(w(0,t)=0\). Initially \(C_x=0\) inside the solid, so \(w(x,0)=C_0\). Thus \(w\) is the concentration below a surface that removes every arriving atom.

To find it, extend the initial value to negative \(x\) as an odd function, \(-C_0\) for \(x<0\). Diffusion on the whole line preserves oddness and therefore keeps \(w=0\) at \(x=0\). With the Gaussian kernel \(G(u)=(4\pi Dt)^{-1/2}e^{-u^2/(4Dt)}\) and \(u=x-y\),

\[
\frac{w}{C_0}=\int_0^\infty G(x-y)\,dy-\int_{-\infty}^0G(x-y)\,dy
=\int_{-\infty}^xG\,du-\int_x^\infty G\,du .
\]

Because \(G\) is even, the last integral equals \(\int_{-\infty}^{-x}G\,du\). Hence

\[
\frac{w}{C_0}=\int_{-x}^{x}G\,du=2\int_0^xG\,du=\operatorname{erf}(z),
\qquad z=\frac{x}{2\sqrt{Dt}} .
\tag{4}
\]

It remains to undo (3). Multiplying \(C_x-C/\ell=-w/\ell\) by \(e^{-x/\ell}\) gives

\[
\frac{\partial}{\partial x}\left(Ce^{-x/\ell}\right)=-\frac1\ell\,w\,e^{-x/\ell}.
\]

Integrate from \(x\) to infinity. Boundedness of \(C\) removes the upper end value, and

\[
C(x,t)=\frac1\ell\int_x^\infty e^{-(s-x)/\ell}\,w(s,t)\,ds .
\tag{5}
\]

Now integrate by parts, using \(\ell^{-1}e^{-(s-x)/\ell}=-\partial_s e^{-(s-x)/\ell}\):

\[
C(x,t)=w(x,t)+\int_x^\infty e^{-(s-x)/\ell}\,w_s\,ds,
\qquad
w_s=\frac{C_0}{\sqrt{\pi Dt}}\,e^{-s^2/(4Dt)} .
\tag{6}
\]

The exponents combine by completing the square:

\[
\frac{s^2}{4Dt}+\frac s\ell=\left(\frac{s}{2\sqrt{Dt}}+q\right)^2-q^2 .
\]

With \(u=s/(2\sqrt{Dt})+q\) and \(ds=2\sqrt{Dt}\,du\), the integral in (6) becomes

\[
C_0\,e^{x/\ell+q^2}\,\frac{2}{\sqrt\pi}\int_{z+q}^\infty e^{-u^2}du
=C_0\,e^{x/\ell+q^2}\operatorname{erfc}(z+q).
\]

The complete profile is therefore

\[
\frac{C(x,t)}{C_0}=\operatorname{erf}(z)+e^{x/\ell+\tau}\operatorname{erfc}(z+q).
\tag{7}
\]

At the surface \(z=0\), the first term vanishes, and (1) follows.

**The solution satisfies the problem.** Put \(s=x+r\) in (5):

\[
C(x,t)=\frac1\ell\int_0^\infty e^{-r/\ell}\,w(x+r,t)\,dr .
\]

This is a weighted average of shifted solutions of the diffusion equation, so it is itself a solution. Differentiating (5) returns \(C-\ell C_x=w\), which vanishes at the surface as required. As \(t\to0\), \(w(x+r,t)\to C_0\) for every \(r>0\), even if \(x\to0\) at the same time. The average then tends to \(C_0\), so \(C\) is continuous at the corner \(x=t=0\).

**It is the only bounded one.** Let \(v\) be the difference of two solutions. It has zero initial value and satisfies \(v_x=v/\ell\) at the surface. For \(\varepsilon>0\), set

\[
m=v-\varepsilon(1+x^2+3Dt),\qquad m_t-Dm_{xx}=-3D\varepsilon+2D\varepsilon=-D\varepsilon<0 .
\]

Suppose \(m\) is positive somewhere in a finite time interval. It is negative at \(t=0\) and at large \(x\), so it has a positive maximum elsewhere. At an interior maximum \(m_t\ge0\) and \(m_{xx}\le0\), which contradicts the inequality; this includes a maximum at the final time. At a surface maximum \(v>m>0\), so \(m_x=v/\ell>0\), and \(m\) would increase into the solid, again a contradiction. Hence \(v\le\varepsilon(1+x^2+3Dt)\). Letting \(\varepsilon\to0\) gives \(v\le0\), and the same argument for \(-v\) gives \(v=0\).

## Second derivation: the surface remembers its losses

The second route avoids the profile and follows the surface concentration alone. Let \(J(t)\) be the rate of loss per unit area, with no law for it yet. For a fixed observation time \(t\) and an earlier time \(t'\), take

\[
N(x,t-t')=\frac{e^{-x^2/[4D(t-t')]}}{\sqrt{\pi D(t-t')}} .
\]

This kernel has unit integral over \(x>0\), zero slope at \(x=0\), and obeys \(N_{t'}=-DN_{xx}\). Consider \(I(t')=\int_0^\infty N\,C(x,t')\,dx\). Its derivative is

\[
\frac{dI}{dt'}=D\int_0^\infty\left(NC_{xx}-N_{xx}C\right)dx
=D\left[NC_x-N_xC\right]_0^\infty .
\]

The upper limit vanishes because of the Gaussian, provided \(C_x\) does not outgrow it. At the lower limit \(N_x=0\) and \(DC_x=J\). Thus

\[
\frac{dI}{dt'}=-\frac{J(t')}{\sqrt{\pi D(t-t')}} .
\]

At \(t'=0\), \(I=C_0\). As \(t'\to t\), the kernel concentrates at the surface and \(I\to C(0,t)\). Integration gives

\[
C(0,t)=C_0-\int_0^t\frac{J(t')}{\sqrt{\pi D(t-t')}}\,dt' .
\tag{8}
\]

Each past loss lowers the present surface concentration, and its effect fades as the inverse square root of elapsed time while diffusion refills the depleted region.

For first-order evaporation \(J=hC(0,t)\). With \(f=C(0,t)/C_0\), equation (8) reads

\[
f=1-Kf,\qquad (Kf)(t)=\frac{h}{\sqrt{\pi D}}\int_0^t\frac{f(t')}{\sqrt{t-t'}}\,dt' .
\tag{9}
\]

The action of \(K\) on powers of \(q\) follows from the beta integral, obtained with \(t'=t\,y\):

\[
\int_0^t\frac{t'^{\,n/2}}{\sqrt{t-t'}}\,dt'
=t^{(n+1)/2}\int_0^1y^{n/2}(1-y)^{-1/2}dy
=t^{(n+1)/2}\,\frac{\Gamma(n/2+1)\sqrt\pi}{\Gamma(n/2+3/2)} .
\]

Since \(q^n=(h/\sqrt D)^n t^{n/2}\), the factors of \(\sqrt\pi\) cancel and

\[
K\left[\frac{q^n}{\Gamma(n/2+1)}\right]=\frac{q^{n+1}}{\Gamma((n+1)/2+1)} .
\tag{10}
\]

Starting from 1 and applying \(-K\) repeatedly therefore produces

\[
f=\sum_{n=0}^\infty\frac{(-q)^n}{\Gamma(n/2+1)} .
\tag{11}
\]

The growth of the gamma function makes the series converge absolutely and uniformly on any finite time interval, so \(K\) may be applied term by term and (9) holds. If two bounded solutions differed by \(d\), then \(d=-Kd\). With \(|d|\le M\), repeated use of (10) gives \(|d|\le Mq^n/\Gamma(n/2+1)\) for every \(n\), which tends to zero. The solution is unique.

To sum (11), separate even and odd terms. The even terms give \(\sum_m q^{2m}/m!=e^{q^2}\). The odd terms give \(-S(q)\), where

\[
S(q)=\sum_{m=0}^\infty\frac{q^{2m+1}}{\Gamma(m+3/2)} .
\]

Differentiate, using \(\Gamma(m+3/2)=(m+1/2)\Gamma(m+1/2)\):

\[
S'(q)=2\sum_{m=0}^\infty\frac{q^{2m}}{\Gamma(m+1/2)}
=\frac{2}{\sqrt\pi}+2qS(q).
\]

The function \(e^{q^2}\operatorname{erf}(q)\) satisfies the same first-order equation and also vanishes at \(q=0\), so it equals \(S\). Hence \(f=e^{q^2}-e^{q^2}\operatorname{erf}(q)=e^{q^2}\operatorname{erfc}(q)\), which is (1).

## Limits and lost dose

The first terms of (11) give the short-time law

\[
f\simeq1-2\sqrt{\tau/\pi}+\tau\qquad(\tau\ll1).
\tag{12}
\]

Here the surface is still nearly full, the loss rate is close to \(hC_0\), and emission controls the loss.

For late times, integrate the tail by parts:

\[
\int_q^\infty e^{-u^2}du=\frac{e^{-q^2}}{2q}-\int_q^\infty\frac{e^{-u^2}}{2u^2}\,du .
\]

Multiplication by \(2e^{q^2}/\sqrt\pi\) gives \(f=1/(\sqrt\pi q)-R\). Replacing \(1/u^2\) by its largest value \(1/q^2\) shows that \(0<R<f/(2q^2)\). Therefore

\[
f\simeq\frac{1}{\sqrt{\pi\tau}}\qquad(\tau\gg1).
\tag{13}
\]

The loss rate becomes \(hC_0f\simeq C_0\sqrt{D/(\pi t)}\), independent of \(h\): diffusion now limits the supply. The time scale separating the regimes is \(D/h^2\).

The lost dose per unit area is \(Q=\int_0^t hC(0,t')\,dt'\). With \(dt'=(D/h^2)d\tau'\) and \(d\operatorname{erfc}(\sqrt\tau)/d\tau=-e^{-\tau}/\sqrt{\pi\tau}\), integration by parts gives

\[
\begin{aligned}
Q&=C_0\ell\int_0^\tau e^{\tau'}\operatorname{erfc}(\sqrt{\tau'})\,d\tau'\\
&=C_0\ell\left[e^\tau\operatorname{erfc}(\sqrt\tau)-1+2\sqrt{\tau/\pi}\right].
\end{aligned}
\tag{14}
\]

For \(h\to\infty\) at fixed \(t\), this tends to the perfect-sink dose \(2C_0\sqrt{Dt/\pi}\).

## Example: phosphorus in silicon

Take silicon with \(C_0=10^{18}\ \mathrm{cm^{-3}}\) of phosphorus, held in vacuum at 1000 °C for \(t=3600\) s. The diffusivity \(D=1.3\ \mathrm{nm^2/s}\) is a rough typical value. The evaporation velocity \(h=0.03\) nm/s is assumed. The results below treat these inputs as exact, so that the formulas can be checked and compared; they do not predict a real anneal to that many figures. Then

\[
\ell=\frac{1.3}{0.03}=43.3\ \mathrm{nm},\qquad
\tau=\frac{(0.03)^2(3600)}{1.3}=2.492,\qquad q=1.579 .
\]

The surface fraction is \(12.089\times0.025574=0.309\), or \(3.09\times10^{17}\ \mathrm{cm^{-3}}\). The surface concentration reaches half its initial value after 854 s. At the end of the anneal the fraction is 0.624 at 50 nm and 0.982 at 200 nm, so the depletion is confined to a few diffusion lengths, \(\sqrt{Dt}=68.4\) nm.

From (14),

\[
\frac Q{C_0}=43.333\,(0.30916-1+1.78138)=47.3\ \mathrm{nm},
\]

which is \(4.73\times10^{12}\ \mathrm{cm^{-2}}\). A perfect sink would remove \(7.72\times10^{12}\ \mathrm{cm^{-2}}\); finite evaporation removes 61% of that.

The crossover time is 1444 s, so the anneal ends between the two limits. At 60 s, (12) gives 0.812 against the full value 0.806. At 3600 s, (13) gives 0.357 against 0.309, an overestimate of 16% relative to the full value. The bound \(1/(2q^2)\) allows 20%.

Problem (2) was also solved by finite volumes on 801 depth points, without using (1) or (7). At 60, 600 and 3600 s the largest difference from (7) was \(2.5\times10^{-6}C_0\), and the lost dose differed from (14) by at most about \(7\times10^{-6}\) of its value. The remaining figures are in the numerical output.

## How far the real case departs from the model

The value of \(h\) depends on the surface, including any oxide, and would have to be fitted to the process. At a given initial loss rate, the order of the loss law matters more than the other effects sized here. If phosphorus leaves in pairs, a simple replacement is \(J=hC^2/C_0\) at the surface, with the same initial loss rate. The final surface fraction is then 0.480 instead of 0.309, which is 55% higher. That gap rests on matching the initial rate. If the pair coefficient is instead fitted to give the same lost dose, it must be 2.4 times larger, and the final surface fraction is only about 10% higher. Formula (1) should not be used for phosphorus until first-order loss has been established for the surface in question.

The other estimates change one feature at a time and keep \(h\) fixed; changes in the surface value are given relative to 0.309.

- **Doping-dependent diffusion.** With a rough intrinsic carrier density \(n_i=7\times10^{18}\ \mathrm{cm^{-3}}\), the carrier ratio \(n/n_i\) is 1.07 at \(C_0\), and the built-in field adds 7% to the diffusivity. Letting \(D\) scale with both factors raises the surface value by 3%; replacing \(n/n_i\) by \((n/n_i)^2\) raises it by about 5%.
- **Surface recession.** A rough silicon vapour pressure of \(10^{-8}\) Torr, converted to a free-evaporation flux, removes 1.3 nm in the hour. In the frame of a surface receding at velocity \(v\), the balance is \(DC_x+vC=hC\) if \(h\) counts all dopant emission. The surface value rises by 2%. If the dopant in the removed layer leaves in addition to \(hC\), the balance is \(DC_x=hC\) and the rise is about 1%.
- **Temperature.** An extra 10 K raises \(D\) by 30% for a rough activation energy of 3.7 eV, and the surface value by 10%. A real change of temperature would alter \(h\) as well. Since the surface fraction depends only on \(h^2t/D\), an activation energy of \(h\) above half that of \(D\), 1.85 eV, would reverse the sign of the effect. The rough value of \(D\) is itself a larger uncertainty: halving or doubling it changes the surface value by \(-25\%\) or \(+29\%\).

A 725 µm wafer is about \(10^4\) diffusion lengths thick, which supports the half-space assumption. Dopant stored in a segregated surface layer is left out and has not been sized.

## What the two derivations assume

Both derivations of (1) need constant \(D\), a fixed surface, a uniform initial concentration and first-order loss with constant \(h\). They use these assumptions at different places.

The first needs the linear loss law at the outset. Definition (3) turns the boundary condition into \(w=0\) because loss is proportional to \(C\), and \(w\) obeys the diffusion equation because \(\ell\) does not vary in time. If \(h\) depended on time, differentiating (3) would leave the extra term \(-\ell_tC_x\), and the reduction would fail. In return, the method gives the whole profile, and boundedness in depth selects the solution.

The second needs no loss law until after (8). That equation holds for any loss rate \(J(t)\) that is continuous for \(t>0\) and integrable down to \(t=0\), including a time-dependent \(h(t)C(0,t)\) or pair desorption. First-order loss and constant \(h\) enter in (9), which the series (11) then solves. The method yields the surface value directly, but the profile requires a further integral.

This difference gives a second late-time law. If the surface concentration becomes small compared with \(C_0\), (8) requires the integral to approach \(C_0\). The choice \(J=C_0\sqrt{D/(\pi t)}\) does this, since \(\int_0^t[t'(t-t')]^{-1/2}dt'=\pi\). Equating it to \(hC_0f\) recovers (13). Equating it to the pair loss \(hC_0f^2\) gives, at leading order,

\[
f\simeq(\pi\tau)^{-1/4}.
\]

This law is approached far more slowly than (13): it overestimates the pair-loss surface fraction by 25% at the \(\tau=2.49\) of the example, by 8% at \(\tau=100\) and by 2% at \(\tau=10^4\). Under this balance, both surfaces eventually approach the same diffusion-limited loss rate, but the pair-desorbing surface retains more dopant because its emission weakens faster as the concentration falls.

## Table of computed values

```
temperature: 1273.15 K
initial concentration C0: 1.000e+18 cm^-3
diffusivity D: 1.300 nm^2/s
diffusivity D, converted: 1.300e-14 cm^2/s
evaporation velocity h: 0.0300 nm/s
evaporation velocity, converted: 3.000e-09 cm/s
anneal time: 3600 s
length D/h: 43.333 nm
diffusion length sqrt(Dt): 68.411 nm
crossover time D/h^2: 1444.4 s
h sqrt(t/D): 1.57870 (no unit)
tau = h^2 t/D: 2.49231 (no unit)
exp(tau): 12.08914 (no unit)
erfc(sqrt(tau)): 0.025574 (no unit)
surface C/C0 at 60 s: formula 0.80596, solver 0.80597
surface C/C0 at 600 s: formula 0.54849, solver 0.54849
surface C/C0 at 3600 s: formula 0.30916, solver 0.30916
final surface concentration: 3.0916e+17 cm^-3
time for surface to halve: 854.4 s
final C/C0 at 50 nm: 0.62352
final C/C0 at 100 nm: 0.83111
final C/C0 at 200 nm: 0.98216
lost dose / C0: 47.257 nm
lost dose: 4.7257e+12 cm^-2
perfect-sink lost dose: 7.7193e+12 cm^-2
lost dose / perfect-sink dose: 0.61219
initial loss rate: 3.0000e+09 cm^-2 s^-1
final loss rate: 9.2749e+08 cm^-2 s^-1
short-time estimate at 60 s, C/C0: 0.81156
long-time estimate at 3600 s, C/C0: 0.35738
largest solver surface error, C/C0: 2.29e-06
largest solver profile error, C/C0: 2.53e-06
largest relative dose error: 7.03e-06
largest error in transformed function w/C0: 1.15e-05
pair desorption, final surface C/C0: 0.48001
pair desorption, surface change: 55.26 %
rough intrinsic carrier density: 7.00e+18 cm^-3
carrier ratio n/n_i at C0: 1.0740
field enhancement at C0: 7.12 %
enhanced diffusion, final surface C/C0: 0.31847
enhanced diffusion, surface change: 3.01 %
rough silicon vapour pressure: 1.0e-08 Torr
silicon recession velocity: 3.715e-04 nm/s
silicon removed: 1.338 nm
recession, final surface C/C0: 0.31497
recession, surface change: 1.88 %
rough activation energy of D: 3.70 eV
D increase for +10 K: 30.06 %
+10 K in D alone, surface C/C0: 0.34159
+10 K in D alone, surface change: 10.49 %
wafer thickness: 725 um
wafer thickness / sqrt(Dt): 10597.8
```
